# Standing-Wave Period in a Photoresist Film at Normal Incidence

## Problem

Light of vacuum wavelength \(\lambda = 193\) nm falls at normal incidence on a flat, uniform resist film of refractive index \(n = 1.70\). The film lies on a flat substrate that reflects part of the light. The reflected light interferes with the incoming light, and the exposure of the resist varies periodically with depth.

(a) What is the period of this variation?

(b) The film is 200 nm thick and the substrate has the complex index \(N_s = 1.0 + 2.5i\), a round model value. At what heights above the substrate is the exposure greatest and least, and how strong is the modulation?

Treat the light as monochromatic, the resist as non-absorbing for the propagation of the wave, and all materials as non-magnetic. Air has index 1.

## Hints

**Hint 1.** The frequency of the light is the same in air and in the resist, but the phase speed is not. What is the wavelength inside the resist?

**Hint 2.** Inside the film there is a wave travelling down and a wave travelling up. Write their sum with complex exponentials, measuring the height \(h\) upward from the substrate.

**Hint 3.** The resist responds to the time-averaged square of the field, not to the field itself. Square the sum and look for the term that oscillates with \(h\). How fast does its phase change?

**Hint 4.** For part (b), the substrate fixes the ratio of the two waves. The electric field and its slope are both continuous at \(h = 0\).

## Solution

### The wavelength in the resist

The fields on the two sides of a boundary must match at every instant, so they oscillate at the same frequency \(f\). In the resist the phase speed is \(c/n\), and therefore

\[
\lambda_{\text{resist}} = \frac{c/n}{f} = \frac{\lambda}{n} = \frac{193\ \text{nm}}{1.70} = 113.5\ \text{nm}.
\]

The corresponding wavenumber is

\[
k = \frac{2\pi}{\lambda_{\text{resist}}} = \frac{2\pi n}{\lambda}.
\]

### The two waves

Let the physical field be the real part of \(E(h)\,e^{-i\omega t}\), with \(\omega = 2\pi f\). With this sign convention \(e^{-ikh}\) describes a wave travelling down, towards smaller \(h\), and \(e^{+ikh}\) a wave travelling up. The field in the film is

\[
E(h) = A\left[e^{-ikh} + r\,e^{ikh}\right].
\]

Here \(A\) is the amplitude of the downward wave at the substrate, and the complex number \(r = |r|e^{i\varphi}\) is the reflection coefficient of the substrate seen from the resist.

### What the resist responds to

The time average of the squared physical field is \(|E|^2/2\). The rate at which a weakly absorbing material takes up energy at a given point is proportional to this average, so the exposure follows \(|E|^2\). Some absorption is of course needed for any exposure at all. Neglecting it here means neglecting its effect on the shape of the wave, which Variation 2 examines.

Multiply \(E\) by its complex conjugate:

\[
|E|^2 = |A|^2\left[e^{-ikh} + r e^{ikh}\right]\left[e^{ikh} + r^* e^{-ikh}\right]
\]

\[
= |A|^2\left[1 + |r|^2 + r e^{2ikh} + r^* e^{-2ikh}\right].
\]

The last two terms are complex conjugates of each other, so their sum is twice the real part of \(r e^{2ikh} = |r| e^{i(2kh+\varphi)}\). Hence

\[
|E|^2 = |A|^2\left[1 + |r|^2 + 2|r|\cos(2kh + \varphi)\right].
\]

The phase contains \(2kh\) rather than \(kh\). When \(h\) increases, the phase of one wave rises by \(k\) per unit height and that of the other falls by \(k\), so their difference changes at the rate \(2k\).

### Part (a): the period

The cosine repeats when its argument has grown by \(2\pi\). The period \(p\) therefore satisfies \(2kp = 2\pi\), and

\[
p = \frac{\pi}{k} = \pi\cdot\frac{\lambda}{2\pi n} = \frac{\lambda}{2n}.
\]

With the given numbers,

\[
p = \frac{193\ \text{nm}}{2\times 1.70} = \frac{193\ \text{nm}}{3.40} = 56.8\ \text{nm}.
\]

This is the distance from one maximum of the exposure to the next, or from one minimum to the next. A maximum and the neighbouring minimum are half a period apart, 28.4 nm.

The limit of a perfect mirror shows where the factor of two comes from. With \(r = -1\) the field is

\[
E = A\left[e^{-ikh} - e^{ikh}\right] = -2iA\sin(kh),
\qquad |E|^2 = 4|A|^2\sin^2(kh).
\]

The field needs the full 113.5 nm to repeat. After half that distance it has the same size and the opposite sign, and squaring removes the sign.

Two other lengths can be confused with the answer. The wavelength in the resist, 113.5 nm, is the period of the travelling field and is twice too large. Half the wavelength in air, 96.5 nm, would be the period of a standing wave above the film, where the index is 1.

The third figure of the result depends on how well the index is known. Since \(p\) is inversely proportional to \(n\), a change of 0.01 in \(n\) changes \(p\) by the fraction \(0.01/1.70\), about 0.6 %, which is 0.3 nm.

### Part (b): the reflection coefficient

In the substrate there is one wave, travelling down:

\[
E(h) = B\,e^{-ik_s h}, \qquad k_s = \frac{2\pi N_s}{\lambda}, \qquad h<0.
\]

The positive imaginary part of \(N_s\) makes this wave decay with depth, as it should in an absorbing substrate.

At normal incidence both the electric and the magnetic field are parallel to the surface, and both are continuous there. By Faraday's law the magnetic field is proportional to \(dE/dh\), with the same factor on both sides for non-magnetic materials. So \(E\) and \(dE/dh\) are continuous at \(h=0\):

\[
A(1+r) = B, \qquad -ikA(1-r) = -ik_s B.
\]

Substitute \(B\) from the first equation into the second, and cancel \(-iA\) and the common factor \(2\pi/\lambda\):

\[
n(1-r) = N_s(1+r)
\quad\Rightarrow\quad
n - N_s = r(n+N_s)
\quad\Rightarrow\quad
r = \frac{n-N_s}{n+N_s}.
\]

For the model substrate, multiplying numerator and denominator by the conjugate of the denominator gives

\[
r = \frac{0.7-2.5i}{2.7+2.5i}
= \frac{(0.7-2.5i)(2.7-2.5i)}{2.7^2+2.5^2}
= \frac{-4.36-8.50i}{13.54}
= -0.322-0.628i.
\]

The magnitude is \(|r| = 0.7055\). Both parts are negative, so the phase lies in the third quadrant: \(\varphi = -2.0447\) rad.

### Part (b): heights of the maxima and minima

The exposure is greatest where the cosine equals \(+1\), that is where \(2kh+\varphi = 2\pi m\) with integer \(m\). Since \(2k = 2\pi/p\),

\[
h_{\max} = p\left(m - \frac{\varphi}{2\pi}\right) = p\,(m + 0.3254).
\]

It is least where the cosine equals \(-1\), half a period further on:

\[
h_{\min} = p\,(m + 0.8254).
\]

The film contains \(200/56.76 = 3.52\) periods. The values \(m = 0, 1, 2, 3\) give maxima inside the film, and \(m = 0, 1, 2\) give minima. With the less rounded period 56.765 nm, the heights are:

- maxima at 18.5, 75.2, 132.0 and 188.8 nm;
- minima at 46.9, 103.6 and 160.4 nm.

At a perfect mirror with \(r=-1\) there would be a minimum at the substrate itself. Here the phase of \(r\) differs from \(\pi\), and the pattern is displaced.

### Part (b): strength of the modulation

The largest and smallest values of \(|E|^2\) are \(|A|^2(1+|r|)^2\) and \(|A|^2(1-|r|)^2\). Their difference is \(4|r||A|^2\) and their sum is \(2(1+|r|^2)|A|^2\). The contrast, defined as difference over sum, is

\[
C = \frac{2|r|}{1+|r|^2} = \frac{2\times 0.7055}{1+0.7055^2} = \frac{1.411}{1.498} = 0.942.
\]

The ratio of greatest to least exposure is \((1.7055/0.2945)^2\), about 34. This strong modulation arises although the substrate returns only \(|r|^2 \approx 0.50\) of the power, because amplitudes are added before squaring.

### What the substrate does and does not change

The period \(\lambda/(2n)\) contains neither \(|r|\) nor \(\varphi\). The magnitude of \(r\) sets the contrast, and its phase sets the position of the pattern. If \(r=0\), which happens when \(N_s = n\), the oscillating term vanishes and there is no standing wave to which a period could be assigned.

These statements were tested by integrating the wave equation \(E'' + k^2E = 0\) numerically upward from the substrate and locating the extrema from the slope of \(|E|^2\), without using the formula for \(p\). The spacings of the maxima and of the minima come out as 56.765 nm. For a second model substrate, of index \(2.5+0.5i\), the lowest maximum moves from 18.5 to 24.4 nm, while the spacing remains 56.765 nm. With a substrate matched to the resist, the modulation disappears. The values are listed in the numerical output.

Normal incidence matters for the result. If the light travels in the resist at an angle \(\theta\) to the vertical, with its electric field parallel to the surface, both waves share the same horizontal phase factor, which drops out of \(|E|^2\). The vertical part of the wavenumber is \(k\cos\theta\), and it takes the place of \(k\) above. The period is then \(\lambda/(2n\cos\theta)\), longer than at normal incidence.

## Variation 1: reflection at the top surface

**Question.** The upward wave is partly reflected at the boundary between resist and air, travels down again, and so on. Does this change the period, or the heights of the maxima? What does the film thickness \(d\) do?

**Solution.** Every downward bounce has the form \(e^{-ikh}\), and together they make one downward wave. Each of them produces an upward wave with the same ratio \(r\) at the substrate. The total field therefore still has the form \(A[e^{-ikh}+re^{ikh}]\), and the period and the heights measured from the substrate are unchanged. What remains to be found is \(A\).

Let the incident wave in air have amplitude 1 at the top surface. The continuity conditions used above, applied to the air–resist boundary, give the reflection coefficient \((1-n)/(1+n)\) for light coming from air. The transmitted amplitude is

\[
t = 1+\frac{1-n}{1+n} = \frac{2}{1+n} = \frac{2}{2.70} = 0.741.
\]

For light reaching the same boundary from inside the resist, the reflection coefficient is

\[
r_t = \frac{n-1}{n+1} = \frac{0.70}{2.70} = 0.259.
\]

Let \(D\) be the total downward amplitude just below the top surface. One round trip through the film multiplies it by \(r e^{2ikd}\), and reflection at the top multiplies it by \(r_t\). Adding the transmitted light,

\[
D = t + r_t r e^{2ikd} D
\quad\Rightarrow\quad
D = \frac{t}{1-r_t r e^{2ikd}}.
\]

The downward wave gains the phase \(kd\) on its way to the substrate, so \(A = De^{ikd}\) and

\[
|A|^2 = \frac{t^2}{\left|1-r_t r e^{2ikd}\right|^2}
= \frac{t^2}{1+r_t^2|r|^2-2r_t|r|\cos(2kd+\varphi)}.
\]

The greatest exposure in the film is proportional to \(|A|^2(1+|r|)^2\). Its numerator is \(0.741^2\times1.7055^2 = 1.596\), and \(r_t|r| = 0.183\).

For \(d = 200\) nm the cosine is 0.322 and the denominator is \(1+0.033-0.118 = 0.916\). The peak of \(|E|^2\) is then 1.74 times the incident value in air. For \(d = 230\) nm the cosine is \(-0.148\), the denominator is 1.088, and the peak is 1.47 times the incident value. An explicit sum over the bounces gives the same two peak values, and it confirms that the profile changes by a common factor alone.

A thickness change of 30 nm thus lowers the whole exposure profile by about 16 %, relative to the 200 nm film, without moving its maxima. Since \(d\) enters through \(\cos(2kd+\varphi)\), this dependence on thickness also has the period \(\lambda/(2n) = 56.8\) nm.

## Variation 2: a weakly absorbing resist

**Question.** Let the resist have the complex index \(n+i\kappa\) with \(\kappa = 0.02\). Are the maxima still 56.8 nm apart?

**Solution.** The wavenumber becomes \(k+i\beta\) with \(\beta = 2\pi\kappa/\lambda\). The downward wave is now stronger higher up, by the factor \(e^{\beta h}\), and the upward wave is weaker there, by \(e^{-\beta h}\). Squaring as before,

\[
|E|^2 = |A|^2\left[e^{2\beta h}+|r|^2e^{-2\beta h}+2|r|\cos(2kh+\varphi)\right].
\]

The coefficient \(r\) now contains \(n+i\kappa\) in place of \(n\), a small change that is ignored in the estimate below. The oscillating term still has the period \(\lambda/(2n)\), but it sits on a background that varies with height, and this displaces the extrema slightly. Setting the derivative to zero,

\[
2\beta\left[e^{2\beta h}-|r|^2e^{-2\beta h}\right] - 4k|r|\sin(2kh+\varphi) = 0,
\]

and using \(\beta/k = \kappa/n\), the extrema lie where

\[
\sin(2kh+\varphi) = s(h), \qquad
s(h) = \frac{\kappa}{n}\,\frac{e^{2\beta h}-|r|^2e^{-2\beta h}}{2|r|}.
\]

Here \(\kappa/n = 0.0118\), so \(s\) is small. Near a maximum the phase is \(2kh+\varphi \approx 2\pi m + s\), and near a minimum it is \(2kh+\varphi \approx 2\pi m+\pi-s\). Because \(s\) grows with height, successive maxima are pushed slightly apart and successive minima are drawn slightly together.

To estimate the size, take the slope of \(s\) near the substrate, where the exponentials are close to 1:

\[
\frac{ds}{dh} \approx \frac{\kappa}{n}\,2\beta\,\frac{1+|r|^2}{2|r|} = \frac{\kappa}{n}\,\frac{2\beta}{C}.
\]

Over one period \(s\) grows by \(p\,ds/dh\), and a phase change \(\delta\) moves an extremum by \(\delta/(2k) = p\,\delta/(2\pi)\). With \(2\beta p = 2\pi\kappa/n\), the change of spacing is

\[
\delta p \approx \frac{p}{2\pi}\cdot\frac{\kappa}{n}\cdot\frac{2\pi\kappa}{nC}
= \frac{p}{C}\left(\frac{\kappa}{n}\right)^2
= \frac{56.8\ \text{nm}}{0.942}\times 0.0118^2 \approx 0.008\ \text{nm}.
\]

Numerical integration of the wave equation with absorption gives spacings of 56.773 to 56.774 nm for the maxima and 56.756 nm for the minima, against 56.765 nm without absorption. The signs are as derived, and the largest change is 0.009 nm. The answer 56.8 nm stands.

The change of spacing is small because it is of second order in \(\kappa/n\). The strength of the modulation is more sensitive. The local contrast, the amplitude of the cosine divided by the background, is about \(2|r|/(e^{2\beta h}+|r|^2e^{-2\beta h})\), which changes at first order in \(\kappa\). For \(\kappa = 0.02\), with \(|r| = 0.698\) from the complex index, it is about 0.92 at the lowest minimum and 0.86 at the highest, against 0.942 without absorption, and the higher maxima are somewhat stronger than the lower ones. The estimate requires \(2\beta h\) to be small and the contrast not to be. Where \(s(h)\) exceeds 1, the equation for the extrema has no solution. Because \(s\) grows with height, a weakly reflecting substrate loses its extrema first near the top of the film. If \(s\) exceeds 1 already at the substrate, \(|E|^2\) rises steadily with height through the whole film, with a ripple too weak to produce separate maxima and minima.

## Values computed for the example and the checks

```
vacuum wavelength: 193 nm
resist refractive index: 1.70
film thickness: 200 nm
model substrate index: 1.0 + 2.5i
wavelength in resist: 113.53 nm
standing-wave period, formula: 56.76 nm
standing-wave period, rounded: 56.8 nm
maximum-to-minimum distance: 28.38 nm
periods in the film: 3.52
half wavelength in air (slip: index omitted): 96.5 nm
reflection coefficient r: -0.3220 -0.6278i
magnitude of r: 0.7055
phase of r: -2.0447 rad
contrast, formula: 0.9421
contrast, wave equation: 0.9421
heights of maxima, wave equation: 18.47, 75.24, 132.00, 188.77 nm
heights of minima, wave equation: 46.86, 103.62, 160.38 nm
spacings of maxima, wave equation: 56.765, 56.765, 56.765 nm
spacings of minima, wave equation: 56.765, 56.765 nm
second substrate index: 2.5 + 0.5i
second substrate, heights of maxima: 24.41, 81.17, 137.94, 194.70 nm
second substrate, spacings of maxima: 56.765, 56.765, 56.765 nm
peak |E|^2 / incident |E|^2, film of 200 nm: 1.743
peak |E|^2 / incident |E|^2, film of 230 nm: 1.468
extinction coefficient in absorption check: 0.02
spacings of maxima with absorption: 56.773, 56.774, 56.774 nm
spacings of minima with absorption: 56.756, 56.756 nm
largest change of a spacing by absorption: 0.009 nm
```
